\section*{How mobile must a semimetal's carriers be to match copper?}

\section*{The question}

A topological semimetal has $10^{20}$ mobile carriers per cubic centimetre, far fewer than copper. What mobility would give it the bulk resistivity of copper at room temperature, how does that mobility scale with carrier density, and would the match survive in a thin or short interconnect?

\section*{The mobility}

Let $n$ count electrons and holes together. In an electric field $\mathcal E$ a species $i$ of density $n_i$ acquires the drift speed $\mu_i\mathcal E$. Electrons drift against the field and carry charge $-e$; holes drift along it and carry charge $+e$. Both currents therefore point along the field and add:
\begin{equation}
j=e(n_e\mu_e+n_h\mu_h)\mathcal E = en\mu\,\mathcal E,\qquad
\mu=\frac{n_e\mu_e+n_h\mu_h}{n_e+n_h}.
\end{equation}
Here $\mu$ is the density-weighted mean drift mobility. It need not equal a mobility inferred from the Hall effect, where electrons and holes contribute with opposite signs. Since $\rho=\mathcal E/j=1/(ne\mu)$, equality with copper requires
\begin{equation}
\mu=\frac{1}{ne\rho_{\rm Cu}} .
\label{mobility}
\end{equation}

Take $\rho_{\rm Cu}=1.7\ \mu\Omega\,$cm as a rough room-temperature value. Then
\begin{equation}
\mu=\frac{1}{(10^{26}\,{\rm m^{-3}})(1.602\times10^{-19}\,{\rm C})
(1.7\times10^{-8}\,\Omega\,{\rm m})}
=3.67\ {\rm m^2/(V\,s)},
\end{equation}
or about $37000\ {\rm cm^2/(V\,s)}$. A copper value of 1.6 or $1.8\ \mu\Omega\,$cm would change this to about 39000 or 35000.

The way carriers are counted matters more. If there are $10^{20}\ {\rm cm^{-3}}$ electrons and as many holes, $n$ doubles and the required mean falls to about 18000. If the total is $10^{20}$ but half of it consists of immobile holes, the electrons alone need about 73000.

At fixed resistivity the required mobility scales as $1/n$. A mobility of $1000\ {\rm cm^2/(V\,s)}$ would suffice at $3.7\times10^{21}\ {\rm cm^{-3}}$; at $10^{20}$ it gives $62\ \mu\Omega\,$cm.

\section*{What this asks of the scattering}

To turn mobility into a mean free path, suppose that the carriers occupy $g$ equal, isotropic Fermi spheres, with spin counted in $g$. One state occupies a volume $(2\pi)^3/V$ in wavevector space, so
\begin{equation}
n=g\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{gk_F^3}{6\pi^2},
\qquad k_F=\left(\frac{6\pi^2n}{g}\right)^{1/3}.
\end{equation}

Treat the carriers as positive; the current along the field is the same for negative ones. With transport lifetime $\tau$, the field displaces each sphere by $\Delta=e\mathcal E\tau/\hbar$. To first order the occupation changes by $-\Delta\,\partial f/\partial k_x$. Because $\partial f/\partial k_x=\hbar v_x\,df/d\varepsilon$,
\begin{equation}
j=eg\Delta\hbar\int\frac{d^3k}{(2\pi)^3}\,v_x^2
\left(-\frac{df}{d\varepsilon}\right).
\end{equation}
At low temperature the last factor selects the Fermi surface. Its area is $4\pi k_F^2$, the average of $v_x^2$ is $v^2/3$, and integrating across the surface gives $1/(\hbar v)$. Thus
\begin{equation}
j=eg\Delta\hbar\,\frac{4\pi k_F^2}{8\pi^3}\frac{v^2}{3}\frac1{\hbar v}
=eg\Delta\frac{k_F^2v}{6\pi^2}
=en\frac{v\Delta}{k_F}.
\end{equation}
Inserting $\Delta$ and comparing with $j=en\mu\mathcal E$ gives
\begin{equation}
\mu=\frac{e\tau v}{\hbar k_F},\qquad
\ell=v\tau=\frac{\hbar k_F\mu}{e}.
\label{path}
\end{equation}
For given $n$, $g$ and $\mu$, the Fermi speed affects the lifetime but not the mean free path. Combining (\ref{mobility}) and (\ref{path}), the required path scales as $n^{-2/3}g^{-1/3}$ at fixed resistivity.

For the example take $g=4$, $v=2\times10^5$ m/s and $T=300$ K. Then $k_F=1.14\ {\rm nm^{-1}}$ and
\begin{equation}
\ell=(6.58\times10^{-16}\,{\rm V\,s})(1.14\times10^9\,{\rm m^{-1}})
(3.67\,{\rm m^2/(V\,s)})\simeq2.75\ \mu{\rm m}.
\end{equation}
The lifetime is $\ell/v=13.8$ ps.

For comparison, treat copper as a free-electron metal with one electron per atom and a rough lattice constant of 0.36 nm. Its density is $8.6\times10^{22}\ {\rm cm^{-3}}$, its mobility only $43\ {\rm cm^2/(V\,s)}$, its mean free path 39 nm and its lifetime 0.024 ps. The semimetal needs a transport lifetime about 570 times longer at the same temperature. Measured against the thermal energy, $\hbar/\tau$ is about $k_BT$ in copper and must be $0.0019\,k_BT$ in the semimetal.

\section*{How much can topology help?}

Part of this factor can come from the small Fermi surface. For an isotropic scatterer of mean squared matrix element $M^2$, the golden rule gives
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}M^2D\,w,\qquad
D=\frac{4\pi k_F^2}{(2\pi)^3\hbar v}=\frac{k_F^2}{2\pi^2\hbar v},
\end{equation}
where $D$ is the density of final states in one sheet and $w$ is the angular weight. Without a spinor factor, $w$ is the average of $1-\cos\theta$, which is 1. In a simple Weyl cone the squared spinor overlap is $(1+\cos\theta)/2$, which suppresses backscattering. With $c=\cos\theta$,
\begin{equation}
w=\frac12\int_{-1}^{1}(1-c)\frac{1+c}{2}\,dc
=\frac14\left(2-\frac23\right)=\frac13 .
\end{equation}
The overlap lengthens the transport lifetime by a factor of three, not without limit, because scattering through intermediate angles remains.

At equal $M^2$, the smaller density of states contributes a further factor
\begin{equation}
\frac{D_{\rm Cu}}{D}=\left(\frac{13.6}{1.14}\right)^2
\frac{2\times10^5}{1.58\times10^6}\simeq18 .
\end{equation}
Together they give about 54, leaving a shortfall of about ten. In the steepest band of a multifold node of spin $j$ the overlap is $[(1+c)/2]^{2j}$, so the factor three becomes 6 for $j=1$ and 10 for $j=3/2$, and the shortfall falls to about five and three. If carriers also scatter equally into all four sheets with no overlap suppression, the gain is only $18/4\simeq4.5$. These are conditional estimates, since the coupling to phonons and defects differs between materials. At the Fermi speed chosen here, the required mobility therefore also needs weaker coupling than in copper, not just a topological band crossing. At fixed $k_F$ the required lifetime and the density of states both fall as $1/v$, so the shortfall falls as $1/v^2$ and a faster band would ask less of the coupling.

\section*{Thermal smearing}

In a linear band the Fermi energy measured from the node is $\varepsilon_F=\hbar vk_F=0.15$ eV, only about six times $k_BT$. Let $\zeta$ be the chemical potential, and let $n$ now mean upper-cone electrons minus lower-cone holes. Apart from a common prefactor, this density is
\begin{equation}
N(\zeta)=\int_0^\infty\varepsilon^2
\left[f(\varepsilon-\zeta)-f(\varepsilon+\zeta)\right]d\varepsilon,
\qquad f(x)=\frac1{e^{x/k_BT}+1}.
\end{equation}
Write $W(x)=-df/dx$, which is even in $x$. Differentiation, followed by reflection of the second term to negative energies, gives
\begin{equation}
\frac{dN}{d\zeta}=\int_{-\infty}^{\infty}\varepsilon^2W(\varepsilon-\zeta)\,d\varepsilon
=\zeta^2+\frac{\pi^2(k_BT)^2}{3}.
\end{equation}
The last term is the second moment of $W$. Integration by parts turns it into $4(k_BT)^2\int_0^\infty x\,dx/(e^x+1)$, and that integral is $\pi^2/12$. Since $N(0)=0$ and $N=\varepsilon_F^3/3$ at zero temperature, integration at fixed density gives
\begin{equation}
m^3+\pi^2t^2m=1,\qquad
m=\frac{\zeta}{\varepsilon_F},\quad t=\frac{k_BT}{\varepsilon_F}.
\end{equation}
If $\tau$ does not depend on energy, the conductivity contains the same integral over $\varepsilon^2W$, so
\begin{equation}
\frac{\sigma(T)}{\sigma(0)}=m^2+\frac{\pi^2t^2}{3}.
\end{equation}
For $t=0.172$, $m=0.903$ and the ratio is 0.91. The required $\sigma/(ne)$ is unchanged, but an energy-independent lifetime must rise from 13.8 to 15.1 ps to reach it. The factor depends on this assumption: the golden rule above at fixed $M^2$ gives $\tau\propto\varepsilon^{-2}$, which cancels the $\varepsilon^2$ and leaves the ratio at one. Thermally created holes amount to less than 0.02 percent of the net density, so they barely affect the carrier count. The film and wire estimates below use the zero-temperature path; for an energy-independent lifetime raised to 15.1 ps to keep the bulk match, including this smearing would raise the semimetal's film resistivity by about 8 percent and its contact term by about 10 percent.

\section*{A thin film}

A long mean free path is vulnerable to surfaces. Consider a film of thickness $d$ whose surfaces randomize every arriving carrier. A carrier that left a surface a distance $s$ ago has gained momentum from the field over an average path
\begin{equation}
\int_0^s e^{-s'/\ell}ds'=\ell\left(1-e^{-s/\ell}\right)
\end{equation}
instead of $\ell$. Let $u$ be the magnitude of the direction cosine along the film normal, and $z$ the distance from the surface just left, so $s=z/u$. The azimuthal average of the squared direction cosine along the current is $(1-u^2)/2$; in bulk its full angular average is $1/3$. With $\kappa=d/\ell$, averaging over $z$ gives
\begin{align}
\frac{\sigma_{\rm film}}{\sigma}
&=\frac32\int_0^1(1-u^2)
\left[1-\frac u\kappa\left(1-e^{-\kappa/u}\right)\right]du\nonumber\\
&=1-\frac{3}{2\kappa}\int_0^1(u-u^3)
\left(1-e^{-\kappa/u}\right)du .
\end{align}

For a thick film the exponential disappears and the integral tends to $1/4$, giving $1-3\ell/(8d)$. For a very thin film, directions with $u\gg\kappa$ dominate. The square bracket is then about $\kappa/(2u)$, and integration from $u\sim\kappa$ to 1 gives, to leading logarithm,
\begin{equation}
\frac{\sigma_{\rm film}}{\sigma}\simeq\frac{3d}{4\ell}\ln\frac{\ell}{d}.
\end{equation}
Since $\sigma/\ell=ne^2/(\hbar k_F)$ does not contain the mobility, the conductivity of a very thin diffuse film grows, in this classical model, only logarithmically with bulk mobility. The logarithm needs grazing directions down to $u\sim d/\ell$, which exist only if $d/\ell$ exceeds the level spacing $\pi/(k_Fd)$.

At $d=20$ nm the full formula leaves the semimetal with 2.9 percent of its bulk conductivity, so its resistivity is $58\ \mu\Omega\,$cm. Copper keeps 53 percent and has $3.2\ \mu\Omega\,$cm. Two materials matched in bulk thus differ by a factor of 18 in this film model. Specular surfaces would reduce the penalty; grain boundaries, omitted here, would add resistance. The formula assumes one relaxation time for all angles; with the Weyl overlap factor and the same transport path the semimetal value becomes about $62\ \mu\Omega\,$cm. A larger uncertainty is quantization. The semimetal has only about $k_Fd/\pi\simeq7$ occupied transverse levels per sheet, spaced by 0.14 in $u$, while about 70 percent of the classical film conductivity comes from $u<0.14$. Summing the same bracket over discrete levels gives roughly 90 to $140\ \mu\Omega\,$cm, depending on the boundary condition, and almost no dependence on bulk mobility. Real surfaces tend to reflect grazing carriers more specularly, which works the other way. The semimetal film value is therefore uncertain by a factor of about two.

\section*{A short wire}

Even without surface scattering, a wire between two wide reservoirs has a contact resistance. The transverse wavevectors of its conducting modes fill a disc of area $\pi k_F^2$, so a cross-section $A$ carries
\begin{equation}
M=gA\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{gAk_F^2}{4\pi}
\end{equation}
modes. A voltage $V$ opens an energy window $eV$ in each. The density of forward-moving states per unit length and energy is $1/(hv_x)$, so the current per mode is $ev_x\,eV/(hv_x)=e^2V/h$. Hence
\begin{equation}
R_cA=\frac{h}{e^2}\frac{4\pi}{gk_F^2}=\frac43\rho\ell .
\end{equation}
The second equality follows from $\rho\ell=\hbar k_F/(ne^2)=3\pi h/(ge^2k_F^2)$.

For the semimetal $R_cA=0.062\ \Omega\,\mu{\rm m}^2$. Divided by a wire length of $1\ \mu$m, this is an apparent resistivity of $6.2\ \mu\Omega\,$cm, already above bulk copper. The corresponding copper term is $0.087\ \mu\Omega\,$cm. Adding such a term to the bulk resistivity is an interpolation between short and long wires, not an exact result. The term falls as $1/L$ and equals the bulk resistivity at $L=4\ell/3\simeq3.7\ \mu$m. At fixed $k_F$ and $g$, raising the mobility does not reduce it.

\section*{Can surface arcs carry the current?}

A topological semimetal may also conduct through Fermi arcs on its surfaces. Take straight, parallel arcs of total length $K$ per face in wavevector space, with all velocities along the wire, energy $\hbar vk_x$ and surface mean free path $\ell_s=v\tau_s$. The sheet conductance of one face is
\begin{equation}
G_\square=e^2\tau_s\int\frac{dk_x\,dk_y}{(2\pi)^2}v^2
\left(-\frac{df}{d\varepsilon}\right)
=\frac{e^2\tau_sv^2K}{4\pi^2\hbar v}
=\frac{e^2}{h}\frac{K\ell_s}{2\pi}.
\end{equation}
Curved or tilted arcs give less for the same $K$ and $\ell_s$.

With a rough total $K=20\ {\rm nm^{-1}}$ and a chosen $\ell_s=20$ nm, two faces provide
\begin{equation}
2G_\square=2(3.87\times10^{-5}\,{\rm S})\frac{20\times20}{2\pi}
\simeq0.0049\ {\rm S}.
\end{equation}
A 20 nm copper sheet with bulk resistivity has $d/\rho_{\rm Cu}=1.18$ S. The arcs supply 0.4 percent of that; matching it would take $\ell_s\simeq4.8\ \mu$m. Against the diffuse copper film considered above, the share is 0.8 percent and the matching path about $2.5\ \mu$m. At fixed $K$ and $\ell_s$ the share relative to a sheet with bulk resistivity grows as $1/d$, so surface conduction gains importance in thinner films, but here it starts from a small value. The comparison with the semimetal itself is less one-sided. If its bulk resistivity matches copper's, its diffuse 20 nm film has a bulk sheet conductance of only about 0.034 S, to which the arcs would add about 14 percent. With a bulk resistivity of $100\ \mu\Omega\,$cm instead, the same film formula gives about 0.0097 S, and the same arcs would add about half.

\section*{Beside a real semimetal}

The parameters are rough values in the regime of CoSi, which has a carrier density of order $10^{20}\ {\rm cm^{-3}}$, an electron pocket with four nearly equal sheets, and long surface arcs. The value $K=20\ {\rm nm^{-1}}$ corresponds to two arcs across a zone half-diagonal of about $10\ {\rm nm^{-1}}$; counting spin, as in $g$, gives four arcs and about $40\ {\rm nm^{-1}}$. That doubles every arc conductance above: still under 2 percent of the copper film, but comparable to the bulk conductance of the $100\ \mu\Omega\,$cm film. Its bulk room-temperature resistivity is of order $100\ \mu\Omega\,$cm. By (\ref{mobility}), at the example's density this corresponds to a mean mobility of about $600\ {\rm cm^2/(V\,s)}$, some sixty times below the requirement. The required mobility is therefore far from typical of this material. Real CoSi also has holes, which breaks the single-species picture; the case of half the carriers being immobile shows that this can double the mobility asked of the electrons. A different number, size or shape of sheets leaves (\ref{mobility}) intact but can change the mean free path. For example, two equal spheres instead of four would lengthen it by $2^{1/3}$, or 26 percent.

\section*{Computed results}
\begin{verbatim}
Copper resistivity, rough input: 1.7 microohm cm
Semimetal carrier density: 1e+20 cm^-3
Fermi sheets, spin counted: 4
Fermi speed, rough input: 2e+05 m/s
Temperature: 300 K
Required mobility: 36715 cm^2/(V s)
Required mobility: 3.67 m^2/(V s)
Required mobility if copper is 1.6 microohm cm: 39009 cm^2/(V s)
Required mobility if copper is 1.8 microohm cm: 34675 cm^2/(V s)
Mean mobility if 1e20 cm^-3 of each species: 18357 cm^2/(V s)
Electron mobility if half of 1e20 are immobile holes: 73430 cm^2/(V s)
Density needed at 1000 cm^2/(V s): 3.67e+21 cm^-3
Resistivity at 1e20 cm^-3 and 1000 cm^2/(V s): 62.4 microohm cm
Semimetal Fermi wavenumber: 1.14 nm^-1
Semimetal Fermi energy from node: 0.15 eV
Required mean free path: 2754 nm
Required lifetime: 13.8 ps
Required hbar/tau over kT: 0.00185
Copper lattice constant, rough input: 0.36 nm
Copper carrier density: 8.57e+22 cm^-3
Copper mobility: 42.8 cm^2/(V s)
Copper Fermi wavenumber: 13.6 nm^-1
Copper Fermi speed: 1.58e+06 m/s
Copper mean free path: 38.5 nm
Copper lifetime: 0.0243 ps
Copper hbar/tau over kT: 1.05
Lifetime ratio, semimetal to copper: 566
Thermal energy kT: 0.0259 eV
Semimetal kT/EF: 0.172
Chemical potential over EF: 0.903
Thermal conductivity factor at fixed lifetime: 0.912
Required lifetime with smearing: 15.1 ps
Thermal holes over net density: 0.000163
Film thickness: 20 nm
Semimetal film conductivity over bulk: 0.0292
Semimetal film resistivity: 58.3 microohm cm
Copper film conductivity over bulk: 0.531
Copper film resistivity: 3.2 microohm cm
Semimetal kF d/pi: 7.26
Wire length: 1000 nm
Semimetal contact resistance times area: 0.0624 ohm um^2
Semimetal contact term: 6.24 microohm cm
Copper contact term: 0.0872 microohm cm
Arc length per face, rough input: 20 nm^-1
Arc mean free path, chosen: 20 nm
Arc sheet conductance, two faces: 0.00493 S
Bulk-like copper sheet conductance: 1.18 S
Arc share of copper sheet conductance: 0.419 percent
Arc mean free path needed to match: 4.77e+03 nm
Test: resistivity from displaced spheres: 1.7 microohm cm
Test: density from state count: 1.001e+20 cm^-3
Test: hole over electron current: 1
\end{verbatim}
